How Hot Does a 10 nm Heat Source in Silicon Get?

**Question.** A transistor releases 10 µW of heat, which enters silicon through a hemisphere of radius 10 nm. How large is the temperature rise according to bulk heat conduction, how does it scale with the radius, and what does the result say about confinement and interfaces?

**Answer.** Bulk conduction gives a rise of about 1 K. That number alone does not show that anything else matters. It shows that ideal spreading into silicon is a weak thermal resistance, so that a much larger rise must have another origin. Whether confinement, interfaces or the failure of Fourier's law can supply it has to be settled by computing their resistances too.

**The bulk estimate**

Let the silicon fill a half-space with constant conductivity k. Its flat surface passes no heat, and temperatures T are measured from that of the distant solid. The power P enters uniformly through a hemisphere of radius a, and the state is steady. The heat then flows radially, parallel to the flat surface where it meets it, so the adiabatic condition is satisfied.

The same power crosses every hemisphere of radius r and area 2πr². With Fourier's law for the outward flux, −k dT/dr,

P = −2πr² k dT/dr, so dT/dr = −P/(2πk r²).

Integrating from r to infinity, where T = 0, gives

T(r) = P/(2πk r).

At the source the rise is therefore

ΔT_F = P/(2πka).

The factor 2π belongs to the half-space; a full sphere in an infinite solid would have 4π.

A second route confirms the factor. Reflect the solid in its flat surface, so that a full sphere emits the flux q = P/(2πa²) into an infinite solid. Fill the sphere with the same solid and put the sources on its surface: by symmetry no steady heat flows inside, so the outside is unchanged. A point source of power p produces p/(4πk d) at distance d. Seen from the pole of the sphere, the ring at polar angle θ has area 2πa² sin θ dθ and distance 2a sin(θ/2). Since sin θ = 2 sin(θ/2) cos(θ/2), the sum over rings is

T = (qa/4k) ∫₀^π [sin θ/sin(θ/2)] dθ
 = (qa/4k) ∫₀^π 2 cos(θ/2) dθ
 = (qa/4k) · 4 = qa/k = P/(2πka).

For numbers I take round parameters of the rough size for silicon at room temperature: heat capacity per volume C = 1.5×10⁶ J/(m³ K), phonon speed v = 3000 m/s and mean free path Λ = 100 nm. The kinetic formula derived below turns them into k = 150 W/(m K). Then

ΔT_F = 10⁻⁵ W / (2π × 150 W/(m K) × 10⁻⁸ m) = 1.06 K.

The flux at the source is large, 1.6×10¹⁰ W/m², yet the rise is small because the heat spreads within a distance of order a. In terms of flux, ΔT_F = qa/k: at fixed q, a smaller source is cooler. At fixed power it is hotter, in proportion to 1/a.

**Why Fourier's law fails at this radius**

Fourier's law assumes that phonons scatter many times over the distance on which the temperature varies. Here that distance is about 10 nm and the mean free path is 100 nm. Their ratio is the Knudsen number, Kn = Λ/a = 10.

To estimate the consequence, use a gray model, in which all phonons have the same speed and mean free path and scatter isotropically. The hemisphere is a black emitter: it absorbs every phonon that reaches it and emits according to its own temperature. The flat surface reflects specularly, so the mirror construction still applies.

Let μ be the cosine between a phonon's direction and the z axis. In a gradient dT/dz, phonons arriving with direction μ last scattered, on average, a distance Λ behind, and carry the excess energy density −CΛμ dT/dz. They transport it at speed vμ along z. Averaging over directions with weight ½ dμ gives

k = ½ CvΛ ∫₋₁¹ μ² dμ = CvΛ/3.

An emitter hotter than its surroundings by ΔT sends out phonons over the outward directions alone. Its flux is hΔT, with

h = ½ Cv ∫₀¹ μ dμ = Cv/4.

Substituting Cv = 3k/Λ gives h = 3k/(4Λ), here 1.125×10⁹ W/(m² K).

If no emitted phonon returned, the rise would be

ΔT_b = P/(2πa²h) = 14.1 K.

Its ratio to the Fourier rise is

ΔT_b/ΔT_F = k/(ah) = 4Λ/(3a) = 4Kn/3.

The ballistic rise at fixed power scales as 1/a², one power of a more steeply than Fourier spreading. The two expressions are equal at a = 4Λ/3 = 133 nm.

Some phonons do scatter back. Let p be the probability that an emitted phonon never returns to the emitter. The net power is then P = 2πa²h p ΔT, so the total resistance R, relative to the Fourier resistance R_F, is

R/R_F = k/(ahp) = 4Kn/(3p).

This p can be found by following random phonon paths. The paths need not be followed to infinity. Far from the emitter the motion is diffusive, and the return probability obeys Laplace's equation and vanishes at infinity, so it has the form a_eff/r. Because paths can be reversed, it also equals the local temperature divided by ΔT. The far temperature is P/(2πkr), hence

a_eff = P/(2πkΔT) = a R_F/R.

Let p_b be the fraction of phonons that reach the far region, and m the mean of a/r over their arrival points. Writing X = R/R_F, we have

p = p_b(1 − m/X), and also p = 4Kn/(3X).

Equating the two and multiplying by X/p_b gives

X = 4Kn/(3p_b) + m.

The simulated values can be compared with the simple sum of the two resistances, 1 + 4Kn/3:

- Kn = 0.1: simulation 1.075, sum 1.133.
- Kn = 1: simulation 2.04, sum 2.33.
- Kn = 10: simulation 13.84, sum 14.33.

At Kn = 0.1 the simulation lies close to Fourier's law, although it starts from phonon emission and scattering. The sum is an interpolation: at these three points it exceeds the simulated ratio by 5, 14 and 4 percent. For the 10 nm source the gray-phonon rise is 13.84 × 1.061 K = 14.7 K. Thus, for a black emitter in this model, the bulk estimate is too low by a factor of about 14, before any oxide or imperfect interface is introduced. The factor depends on the source: at this radius, heat generated throughout silicon that phonons can cross freely gives a smaller rise, though still several times the Fourier value.

**An interface at the source**

Suppose next that the heat is released in another material and must cross a boundary at r = a. A boundary of conductance G passes the flux GΔT_i for a temperature drop ΔT_i. Over the hemisphere,

ΔT_i = P/(2πa²G), and ΔT_i/ΔT_F = k/(Ga).

I choose G = 10⁸ W/(m² K). The hemisphere has area 6.28×10⁻¹⁶ m², so

ΔT_i = 10⁻⁵ W / (6.28×10⁻¹⁶ m² × 10⁸ W/(m² K)) = 159 K,

which is 150 times the Fourier rise. The two are equal at a = k/G = 1500 nm. For sources much larger than this the interface is a small correction to spreading; for much smaller ones it dominates spreading.

To reduce the drop to 1 K, G would have to be 1.6×10¹⁰ W/(m² K), about 14 times h. In the gray model this is out of reach if G is defined by the difference between the emitter temperature and that of the phonons arriving from the silicon: even a boundary that transmits everything passes no more than hΔT.

The same definition warns against careless addition. If G refers to the emitter and the arriving phonons, it already contains the emission resistance, and adding the 14 K ballistic rise would count it twice. If G describes an additional resistance, the two do add. The ambiguity is about 9 percent of the interface drop.

The location of the boundary matters as much as its conductance. If the heat is generated inside the silicon and first meets a boundary at 30 nm, the area is nine times larger and the drop for the same G is 159/9 ≈ 18 K. The 159 K therefore belongs to a boundary wrapped tightly around the source, not to every transistor of this power.

**Confinement by oxide**

Now let the silicon around the source end at radius b = 30 nm, followed by an oxide shell out to c = 50 nm and silicon beyond. Take k_ox = 1.5 W/(m K), a round value of the rough size for silicon dioxide. Integrating P/(2πkr²) through each layer, with its own conductivity, gives

ΔT_shell = (P/2π)[(1/a − 1/b)/k + (1/b − 1/c)/k_ox + 1/(kc)].

The three terms are

0.71 K + 14.15 K + 0.21 K = 15.07 K.

A shell only 20 nm thick raises the Fourier result from about 1 K to 15 K. Subtracting ΔT_F isolates its effect:

ΔT_shell − ΔT_F = (P/2π)(1/b − 1/c)(1/k_ox − 1/k).

This increase does not depend on a. It is set by where the oxide lies and how thick it is. For a thin shell of thickness t = c − b, much less than b, we have 1/b − 1/c = t/(bc) ≈ t/b², so the oxide drop is approximately Pt/(2πk_ox b²). In the opposite limit, c → ∞, it tends to P/(2πk_ox b). That is 1/(1 − b/c) = 2.5 times the present oxide drop, or about 35 K.

With the interface at the source included, the layered rise is 15.07 + 159.15 = 174 K. A finite-volume solution of the heat balance agrees with the layered formula both with and without the interface. The oxide drop and the purely ballistic rise are both 14.15 K; this is a coincidence of the round parameters, since one depends on b, c and k_ox and the other on a and h.

**What the estimate supports**

At fixed power the source radius enters the contributions differently:

- Fourier spreading: proportional to 1/a.
- Ballistic emission and a source interface: proportional to 1/a².
- Added resistance of a surrounding oxide shell with fixed radii: independent of a.

Shrinking the source therefore moves the resistance away from bulk spreading and towards emission and the interface. At 10 nm, with a black emitter and Λ = 100 nm, each of the three additions considered here exceeds the bulk rise by more than a factor of ten. This comparison, rather than the smallness of 1 K, is what establishes their importance for the chosen parameters.

The numbers are estimates of size. Real phonons have a broad range of mean free paths, which one value of Λ cannot represent, and the factor of 14 depends on the value chosen: at fixed k and a = 10 nm, the ratio 4Λ/(3a) is about 5 for Λ = 40 nm and about 35 for Λ = 260 nm. The layered calculation uses Fourier's law in the silicon, although the inner layer is thinner than Λ and the radius c, which sets the scale of spreading outside the shell, is also smaller than Λ. Without a source interface it therefore underestimates the silicon terms: with a black emitter the inner layer would contribute about 14 K, the ballistic rise found above, instead of 0.71 K, and the total of 15 K would nearly double. With an interface whose G refers to the arriving phonons, that emission resistance is already part of the 159 K, and the total of 174 K changes little. The layered calculation also omits boundary resistances at b and c. G was held constant, although it may vary with temperature over a drop of 160 K. Finally, a real channel is not a hemisphere, and its contacts offer other paths for heat. A prediction for a particular transistor needs its geometry and the conductances of its boundaries; the bulk value of 1 K is a baseline for that calculation, not a substitute for it. The numerical output below gives the full set of values.

Calculated quantities

```
INPUTS
power P = 10.0 microwatt
source radius a = 10.0 nm
heat capacity C = 1.50e+06 J/(m^3 K)
phonon speed v = 3000 m/s
mean free path = 100.0 nm
interface conductance G = 1.00e+08 W/(m^2 K)
oxide conductivity = 1.50 W/(m K)
oxide shell radii b, c = 30.0, 50.0 nm
BULK FOURIER SPREADING
conductivity k = 150.0 W/(m K)
hemisphere area = 6.2832e-16 m^2
heat flux at source = 1.5915e+10 W/m^2
Fourier resistance = 1.0610e+05 K/W
Fourier rise = 1.0610 K
Green's function rise = 1.0610 K
PHONON EMISSION
emission conductance h = 1.1250e+09 W/(m^2 K)
purely ballistic rise = 14.15 K
Kn = 0.1: R/R_Fourier = 1.075 +/- 0.004, series estimate = 1.133, excess = 5.4 percent
Kn = 1.0: R/R_Fourier = 2.042 +/- 0.003, series estimate = 2.333, excess = 14.3 percent
Kn = 10.0: R/R_Fourier = 13.839 +/- 0.007, series estimate = 14.333, excess = 3.6 percent
gray-phonon rise = 14.68 K
its statistical error = 0.01 K
radius where ballistic = Fourier: 133.3 nm
INTERFACE
interface drop = 159.15 K
interface drop / Fourier rise = 150.0
radius where interface = Fourier: 1500.0 nm
G for a 1 K drop = 1.5915e+10 W/(m^2 K)
that G / emission ceiling h = 14.15
OXIDE SHELL, FOURIER CONDUCTION IN EACH LAYER
drop in inner silicon = 0.707 K
drop in oxide shell = 14.147 K
drop in outer silicon = 0.212 K
total without source interface = 15.067 K
finite-volume value = 15.067 K
total with source interface = 174.22 K
finite-volume value = 174.22 K
```
